# The RPA Plasmon Formula from Zero-Point Energies and from the Adiabatic Connection, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the zero-point energy of coupled oscillators

The electrons of a molecule do not sit still in their mean-field ground state. Charge sloshes from occupied into empty orbitals and back, and each such fluctuation produces an electric field that acts on the others. A set of oscillating charges coupled by their fields behaves like a set of coupled springs: the coupling shifts the normal frequencies, and with them the zero-point energy. The question is how much energy the coupling contributes, and whether it can be found from the excitation frequencies alone.

**The model.** Let \(i,j\) label occupied and \(a,b\) empty real spin orbitals of a mean-field calculation, with orbital energies \(\varepsilon\). A pair \(\mu=(i,a)\) stands for the promotion of one electron from \(i\) to \(a\). Atomic units are used in the algebra. The operator that makes the promotion is \(c_a^\dagger c_i\), and its commutator with the reverse operator of another pair is

\[
[c_i^\dagger c_a,\;c_b^\dagger c_j]=\delta_{ab}\,c_i^\dagger c_j-\delta_{ij}\,c_b^\dagger c_a .
\]

In the mean-field determinant the right side has the expectation value \(\delta_{ab}\delta_{ij}\). The quasi-boson approximation replaces the operator by this number. The promotions then become boson operators \(b_\mu^\dagger\) with \([b_\mu,b_\nu^\dagger]=\delta_{\mu\nu}\). This is reasonable while few electrons are promoted, and it gives up part of the Pauli principle.

The general quadratic Hamiltonian with real coefficients, normal ordered, is

\[
H=\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu+\tfrac12\sum_{\mu\nu}B_{\mu\nu}\left(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu\right),
\]

with real symmetric \(N\times N\) matrices \(A\) and \(B\). The matrix \(A\) moves a promotion from one pair to another, and \(B\) creates or destroys two promotions together. The boson vacuum \(|0\rangle\) stands for the mean-field determinant, and \(\langle 0|H|0\rangle=0\), so the ground-state energy of \(H\) is an energy relative to that determinant.

The direct RPA is one choice of \(A\) and \(B\). The part of the density operator that connects occupied with empty orbitals becomes \(\sum_\mu f_\mu(\mathbf r)(b_\mu+b_\mu^\dagger)\), where \(f_\mu=\phi_i\phi_a\), summed over the spin coordinate. Its Coulomb energy is

\[
\tfrac12\sum_{\mu\nu}K_{\mu\nu}(b_\mu+b_\mu^\dagger)(b_\nu+b_\nu^\dagger),\qquad
K_{\mu\nu}=\iint\frac{f_\mu(\mathbf r)f_\nu(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=(ia|jb).
\]

Normal ordering turns the product \(b_\mu b_\nu^\dagger\) into \(b_\nu^\dagger b_\mu+\delta_{\mu\nu}\). The resulting constant \(\tfrac12\mathrm{Tr}K\) is the vacuum expectation value of this interaction. It belongs to the first-order energy of the determinant, not to correlation, and is dropped. With the promotion energies \(D_{\mu\nu}=(\varepsilon_a-\varepsilon_i)\delta_{\mu\nu}\) added, the coefficients are

\[
A=D+K,\qquad B=K .
\]

Until the second half, \(A\) and \(B\) remain general.

**The eigenproblem.** A normal mode is created by \(O^\dagger=\sum_\mu(X_\mu b_\mu^\dagger-Y_\mu b_\mu)\) with \([H,O^\dagger]=\Omega O^\dagger\). The boson commutators give

\[
[H,b_\mu^\dagger]=\sum_\nu(A_{\mu\nu}b_\nu^\dagger+B_{\mu\nu}b_\nu),\qquad
[H,b_\mu]=-\sum_\nu(A_{\mu\nu}b_\nu+B_{\mu\nu}b_\nu^\dagger).
\]

Inserting them and comparing the coefficients of \(b^\dagger\) and of \(b\) on both sides yields

\[
AX+BY=\Omega X,\qquad BX+AY=-\Omega Y .
\]

In the second equation \(A\) and \(\Omega\) appear with opposite signs because \([H,b_\mu]\) carries a minus sign, \(b_\mu\) removing a promotion. A plus sign before \(Y\) in \(O^\dagger\) would give \(AX-BY=\Omega X\) and \(BX-AY=\Omega Y\), so no choice of convention removes this feature. The condition \([O,O^\dagger]=1\) reads \(X^TX-Y^TY=1\). If \((X,Y)\) belongs to \(\Omega\), then \((Y,X)\) solves the same equations with \(-\Omega\), so the \(2N\) eigenvalues come in pairs of opposite sign.

The matrix of this problem,

\[
\begin{pmatrix}A&B\\-B&-A\end{pmatrix},
\]

is not symmetric, and nothing so far guarantees real frequencies. Adding and subtracting the two equations gives

\[
(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y).
\]

Multiply the first by \(A-B\) and use the second on the right:

\[
(A-B)(A+B)(X+Y)=\Omega^2(X+Y).
\]

The dimension has been halved, but a product of two symmetric matrices is symmetric only if they commute.

**The symmetric form.** Now assume that \(A-B\) and \(A+B\) are positive definite. Then \(R=(A-B)^{1/2}\) exists, is symmetric and can be inverted. Put \(X+Y=Ru\) and multiply the last equation from the left by \(R^{-1}\). Since \(R^{-1}(A-B)=R\),

\[
Mu=\Omega^2u,\qquad M=(A-B)^{1/2}(A+B)(A-B)^{1/2}.
\]

\(M\) is real and symmetric. For any \(u\neq0\), \(u^TMu=(Ru)^T(A+B)(Ru)>0\), so \(M\) is positive definite. Its eigenvalues are therefore positive, and all \(2N\) RPA eigenvalues \(\pm\Omega_n\) are real.

Let the columns of the orthogonal matrix \(Z\) be the eigenvectors of \(M\), and let \(\Omega\) now denote the diagonal matrix of positive frequencies, so that \(MZ=Z\Omega^2\). Collect the amplitudes of all positive modes as columns of matrices \(X\) and \(Y\). Then

\[
X+Y=RZ\Omega^{-1/2},\qquad X-Y=R^{-1}Z\Omega^{1/2}.
\]

To check the first equation of motion, use \((A+B)R=R^{-1}M\):

\[
(A+B)(X+Y)=R^{-1}MZ\Omega^{-1/2}=R^{-1}Z\Omega^{3/2}=(X-Y)\Omega .
\]

The second follows from \((A-B)R^{-1}=R\), which gives \((A-B)(X-Y)=RZ\Omega^{1/2}=(X+Y)\Omega\). For the norm,

\[
(X+Y)^T(X-Y)=\Omega^{-1/2}Z^TRR^{-1}Z\Omega^{1/2}=1 .
\]

The symmetric part of this matrix identity is \(X^TX-Y^TY=1\), as required. The powers \(\Omega^{\mp1/2}\) were chosen for this purpose.

**The ground-state energy.** Introduce coordinates and momenta by \(b_\mu=(x_\mu+ip_\mu)/\sqrt2\), with \([x_\mu,p_\nu]=i\delta_{\mu\nu}\). The first term of \(H\) becomes

\[
\sum A_{\mu\nu}b_\mu^\dagger b_\nu=\tfrac12\sum A_{\mu\nu}\left(x_\mu x_\nu+p_\mu p_\nu+ix_\mu p_\nu-ip_\mu x_\nu\right).
\]

Because \(A\) is symmetric, the labels in the last term may be exchanged. The two mixed terms then combine to

\[
\tfrac i2\sum A_{\mu\nu}(x_\mu p_\nu-p_\nu x_\mu)=\tfrac i2\sum A_{\mu\nu}\,i\delta_{\mu\nu}=-\tfrac12\mathrm{Tr}A .
\]

In the second term of \(H\) the mixed products cancel between \(b_\mu b_\nu\) and its conjugate:

\[
b_\mu b_\nu+b_\mu^\dagger b_\nu^\dagger=x_\mu x_\nu-p_\mu p_\nu .
\]

Altogether,

\[
H=\tfrac12p^T(A-B)p+\tfrac12x^T(A+B)x-\tfrac12\mathrm{Tr}A .
\]

So \(A-B\) is an inverse mass matrix and \(A+B\) a matrix of spring constants. Change variables by \(x=Rx'\) and \(p=R^{-1}p'\). Since \(R\) is symmetric, \([x'_\mu,p'_\nu]=\sum_\lambda(R^{-1})_{\mu\lambda}\,i\,R_{\nu\lambda}=i\delta_{\mu\nu}\), and the new variables are canonical. All masses become one:

\[
H=\tfrac12p'^Tp'+\tfrac12x'^TMx'-\tfrac12\mathrm{Tr}A .
\]

The rotation \(x'=ZQ\), \(p'=ZP\) separates the modes:

\[
H=\sum_n\tfrac12\left(P_n^2+\Omega_n^2Q_n^2\right)-\tfrac12\mathrm{Tr}A .
\]

Each oscillator contributes \(\tfrac12\Omega_n\) in the ground state, and \(\sum_n\Omega_n=\mathrm{Tr}M^{1/2}\). Therefore

\[
E=\tfrac12\mathrm{Tr}\left(M^{1/2}-A\right).
\]

This is the plasmon formula. The subtraction has a direct meaning. For \(B=0\) one has \(M=A^{1/2}AA^{1/2}=A^2\) and \(M^{1/2}=A\), so \(\mathrm{Tr}A\) is the sum of the frequencies without pair creation. The energy is half the change of the summed frequencies when \(B\) is switched on at fixed \(A\).

**Sign and weak coupling.** From the expressions for \(X\pm Y\),

\[
(X+Y)\Omega(X+Y)^T=RZZ^TR=A-B,
\]
\[
(X-Y)\Omega(X-Y)^T=R^{-1}Z\Omega^2Z^TR^{-1}=R^{-1}MR^{-1}=A+B .
\]

Half their sum is \(A=X\Omega X^T+Y\Omega Y^T\). The norm condition gives \(\mathrm{Tr}\,\Omega=\mathrm{Tr}\,\Omega(X^TX-Y^TY)\). Subtracting \(\mathrm{Tr}A\) cancels the \(X\) terms and doubles the \(Y\) terms:

\[
E=-\sum_n\Omega_n|Y_n|^2\le0 .
\]

The energy vanishes only if \(Y=0\). Then \(A-B\) and \(A+B\) are equal, which means \(B=0\). The coupling thus lowers the energy through the de-excitation amplitudes, which exist because the true ground state already contains promotions.

For weak coupling let \(A=D+tA'\) and \(B=tB'\), with \(D\) diagonal and positive. The vacuum has no first-order energy. At second order it couples to two-boson states. For \(\mu\neq\nu\) the matrix element is \(tB'_{\mu\nu}\); for a doubly occupied mode it is \(\tfrac12tB'_{\mu\mu}\sqrt2\). Summing the squares over distinct states, divided by the excitation energies, gives

\[
E^{(2)}=-t^2\left[\sum_{\mu<\nu}\frac{B'^2_{\mu\nu}}{D_\mu+D_\nu}+\frac12\sum_\mu\frac{B'^2_{\mu\mu}}{2D_\mu}\right]
=-\frac{t^2}{2}\sum_{\mu\nu}\frac{B'^2_{\mu\nu}}{D_\mu+D_\nu}.
\]

\(A'\) first enters at third order.

**Two modes in numbers.** Take, in eV,

\[
A=\begin{pmatrix}6&1\\1&9\end{pmatrix},\quad
B=\begin{pmatrix}2&1.5\\1.5&3\end{pmatrix},\quad
A-B=\begin{pmatrix}4&-0.5\\-0.5&6\end{pmatrix},\quad
A+B=\begin{pmatrix}8&2.5\\2.5&12\end{pmatrix}.
\]

The last two do not commute. The symmetric matrix has \(M_{11}=30.927\), \(M_{12}=7.146\) and \(M_{22}=70.573\) eV². Its trace is 101.5 eV². Its determinant is the product of the two determinants, \(23.75\times89.75=2131.56\) eV⁴. For two frequencies,

\[
(\Omega_1+\Omega_2)^2=\mathrm{Tr}M+2\sqrt{\det M}=101.5+2(46.169)=193.84\ \text{eV}^2 ,
\]

so the sum is 13.9226 eV, made up of 5.4478 and 8.4747 eV. Since \(\mathrm{Tr}A=15\) eV,

\[
E=\tfrac12(13.9226-15)=-0.5387\ \text{eV}.
\]

Diagonalizing \(H\) in a space of boson number states, with 22 levels for each mode, gives the same energy without any use of \(M\).

**Loss of stability.** If \(A-B\) is positive definite but \(A+B\) has a negative eigenvalue, choose \(u=R^{-1}w\) with \(w\) the corresponding eigenvector. Then \(u^TMu<0\), so \(M\) has a negative eigenvalue and some \(\Omega\) is imaginary. The potential energy of the oscillators has a downward direction, and \(H\) has no ground state. With the same \(A\) and \(B=-7\) eV times the unit matrix, the lowest eigenvalue of \(M\) is \(-16.54\) eV² and \(|\mathrm{Im}\,\Omega|=4.07\) eV. The plasmon formula then has no meaning as an energy; the point \(x=p=0\), about which the oscillators were set up, is no longer a minimum of the quadratic form \(\tfrac12p^T(A-B)p+\tfrac12x^T(A+B)x\).

## Second derivation: the adiabatic connection

The symbols taken over are these. A pair \(\mu=(i,a)\) joins an occupied to an empty real spin orbital and has the transition density \(f_\mu=\phi_i\phi_a\). \(D\) is the diagonal matrix of \(\varepsilon_a-\varepsilon_i\), taken positive, and \(K_{\mu\nu}=(ia|jb)\) is the Coulomb energy between two transition densities. Direct RPA has \(A=D+K\) and \(B=K\). The first half showed that \(M=(A-B)^{1/2}(A+B)(A-B)^{1/2}\) has eigenvalues \(\Omega_n^2\), and that the boson model has the ground-state energy \(\tfrac12\mathrm{Tr}(M^{1/2}-A)\). The present derivation uses no bosons. It starts from the interacting electrons.

**Switching on the interaction.** Consider the Hamiltonians \(H_\lambda=T+V_\lambda+\lambda V_{ee}\) for \(0\le\lambda\le1\), where \(T\) is the kinetic energy and \(V_{ee}\) the electron repulsion. The one-electron potential \(V_\lambda\) is chosen so that the ground state \(\Psi_\lambda\) has the same density \(n(\mathbf r)\) for each \(\lambda\). At \(\lambda=1\) it is the true external potential; at \(\lambda=0\) it is the Kohn-Sham potential, and \(\Psi_0\) is a determinant. It is assumed that such potentials exist and that the ground state stays nondegenerate.

By the Hellmann-Feynman theorem,

\[
\frac{dE_\lambda}{d\lambda}=\langle V_{ee}\rangle_\lambda+\int n\,\frac{dV_\lambda}{d\lambda}\,d\mathbf r .
\]

Since \(n\) is fixed, the last term integrates to \(\int n(V_1-V_0)\,d\mathbf r\). With \(E_0=\langle T\rangle_0+\int nV_0\,d\mathbf r\),

\[
E_1=\langle T\rangle_0+\int nV_1\,d\mathbf r+\int_0^1\langle V_{ee}\rangle_\lambda\,d\lambda .
\]

The determinant's own repulsion \(\langle V_{ee}\rangle_0\) contains the Hartree and exchange energies. What remains is the correlation energy:

\[
E_c=\int_0^1\left[\langle V_{ee}\rangle_\lambda-\langle V_{ee}\rangle_0\right]d\lambda .
\]

With \(v=1/|\mathbf r-\mathbf r'|\) and the density operator \(\hat n\),

\[
V_{ee}=\tfrac12\iint v\left[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)\right]d\mathbf r\,d\mathbf r'.
\]

Write \(\hat n=n+\delta\hat n\). The terms that contain \(n\) alone are the same at each \(\lambda\) and cancel in the difference. Only fluctuations survive:

\[
E_c=\tfrac12\int_0^1d\lambda\iint v\left[\langle\delta\hat n\,\delta\hat n'\rangle_\lambda-\langle\delta\hat n\,\delta\hat n'\rangle_0\right]d\mathbf r\,d\mathbf r'.
\]

The boson model has given the plasmon formula for its ground-state energy, and the adiabatic connection has expressed the electronic correlation energy through density fluctuations at fixed density. It remains to obtain those fluctuations from the response function, evaluate them in direct RPA, and compare the result with the plasmon formula.
